Emergent Flux and Topological Hall Resistivity of the MnSi Skyrmion Lattice

**Question.** A conduction electron crosses the skyrmion lattice of MnSi while its spin follows the local magnetization. How much effective magnetic flux does it meet per skyrmion, how large are the resulting field and Hall resistivity, and how do they scale with skyrmion size, carrier polarization and scattering?

**Answer.** Let the electron have charge −e and mass m, and let n(r) be the magnetization direction, independent of the coordinate z. An electron's moment opposes its spin, so the majority spin direction is s = −n. The Hamiltonian is

H = p²/2m − (Δ/2) σ·s(r),

where Δ is the exchange splitting. "Adiabatic" means that the spin state stays close to the local lower-energy state χ(r), with σ·s χ = χ and χ†χ = 1. This requires the electron to travel only a small part of the texture in the precession time ħ/Δ. What that means in a metal with collisions is worked out below.

**The flux of one skyrmion**

Insert Ψ = χψ into the kinetic energy. Split the change of the spinor into parts along and orthogonal to χ:

∂ᵢχ = χ(χ†∂ᵢχ) + ηᵢ, χ†ηᵢ = 0.

Since χ†χ = 1, the number χ†∂ᵢχ is imaginary, and the vector a defined by e aᵢ = −iħ χ†∂ᵢχ is real. Then

pᵢ(χψ) = χ(pᵢ + e aᵢ)ψ − iħηᵢψ.

The two terms are orthogonal in spin space, so their squares add without a cross term:

⟨p²/2m⟩ = ∫ Σᵢ { |(pᵢ + e aᵢ)ψ|² + ħ²|ηᵢ|²|ψ|² }/2m d³r.

The first term is the kinetic energy of a charge −e in a vector potential a. The second is a scalar potential.

With polar angles θ, φ of s, take χ = (cos(θ/2), e^{iφ} sin(θ/2)). The derivatives of θ cancel in χ†∂ᵢχ, leaving i sin²(θ/2)∂ᵢφ. Hence

e a = ħ sin²(θ/2)∇φ = (ħ/2)(1 − cosθ)∇φ.

Away from the point θ = π, where this choice of phase is singular and another must be used, the curl is

b = (ħ/2e) sinθ (∂xθ ∂yφ − ∂yθ ∂xφ).

To remove the angles, use ∂ᵢs = θ̂ ∂ᵢθ + φ̂ sinθ ∂ᵢφ and θ̂×φ̂ = s:

b = (ħ/2e) s·(∂xs×∂ys).

The triple product is the signed solid angle swept by s per unit area. The texture is periodic, so over one cell s covers the unit sphere a whole number of times, Q, and

Φ = (ħ/2e)·4πQ = (h/e)Q.

Minority electrons have spin along −s. The triple product contains three factors of s, so they see −b.

It remains to find Q. Model the lattice by three helices with wavevectors qᵢ at 120° and common length q = 2π/λ, plus a uniform part m₀:

n ∝ m₀ẑ + Σᵢ[−ẑ cos(qᵢ·r) + (ẑ×q̂ᵢ) sin(qᵢ·r)].

The magnetization is vertical where Σᵢq̂ᵢ sin(qᵢ·r) = 0. Because the three unit vectors sum to zero, this requires the three sines to be equal. The three phases also sum to zero, modulo 2π. The solutions in one cell are:

- all phases 0, where the z component is m₀ − 3;
- all phases 2π/3 or all −2π/3, where it is m₀ + 3/2;
- one phase 0 and two π, in three ways, where it is m₀ + 1.

For −1 < m₀ < 3 the first point alone points down. The south pole is covered once, so each cell holds one skyrmion. For m₀ > 3 no point is down and the flux is zero. Numerical summation of spinor phases gives a flux of 1.00000 h/e at m₀ = 0.5 and zero at m₀ = 3.5.

For the sign, expand about the core. Since Σᵢq̂ᵢ(q̂ᵢ·r) = 3r/2, the in-plane part of n is a positive multiple of ẑ×r. This is a rotation of r, so its x and y derivatives have a cross product along +ẑ, while n itself is along −ẑ. Thus n winds −1 and s winds +1. With cores down in an upward applied field, majority electrons see an emergent field parallel to the applied one.

**The size of the field**

The skyrmions form a triangular lattice of spacing d = 2λ/√3. The cell area is

A = (√3/2)d² = 2λ²/√3,

and the mean emergent field is

b̄ = (h/e)/A = √3h/(2eλ²).

For MnSi take the rough value λ = 18 nm. Then d = 20.8 nm, A = 374 nm², and

b̄ = 4135.7 T nm² / 374.1 nm² = 11 T.

The field scales as λ⁻²: doubling the helix wavelength divides it by four. In the adiabatic limit it does not depend on the exchange strength or the size of the moment.

The local field is far from uniform. For m₀ = 0.5 it ranges from −0.51 to 1.89 times the mean, so it even reverses in places. Topology fixes the mean, not the profile.

**Why a large exchange energy cancels out**

The same field can be found from forces. Let S = ⟨σ⟩ for an electron moving at velocity v. The exchange term makes it precess:

dS/dt = ω S×s, ω = Δ/ħ.

Write S = s + u, with u small and perpendicular to s. For steady motion, to leading order in the speed, S must turn at the rate of s:

(v·∇)s = ω u×s.

Take the cross product with s from the left. Since s×(u×s) = u,

u = (1/ω) s×(v·∇)s.

The force is Fᵢ = −∂ᵢH = (Δ/2) S·∂ᵢs = (Δ/2) u·∂ᵢs, because s·∂ᵢs = 0. For motion along x,

F_y = (ħv/2)(s×∂xs)·∂ys = (ħv/2) s·(∂xs×∂ys) = evb.

This is the y component of −e v×b, since x̂×ẑ = −ŷ. A stronger exchange reduces the lag u as 1/Δ but increases the force per unit lag as Δ, so the force is independent of Δ.

**What collisions do to the lag**

Suppose that collisions change the velocity but do not act on the spin, and that both spin directions have the same lifetime τ. Consider majority electrons in a region small compared with the texture, where s and its gradients can be taken as constant. Between collisions each electron obeys

du/dt = ω u×s − (v·∇)s.

A collision changes v and leaves u as it was. Averaging over the electrons therefore produces no collision term:

d⟨u⟩/dt = ω⟨u⟩×s − (v_d·∇)s,

where v_d is the drift velocity. If the electric field is switched on slowly compared with 1/ω, ⟨u⟩ follows its steady value

⟨u⟩ = (1/ω) s×(v_d·∇)s.

This is the full adiabatic lag, now with the drift velocity. The mean force is −e v_d×b whatever the value of ωτ. For the minority, S = −s + u reverses the lag and the force.

It is instructive to see where the sideways impulse is delivered. Start an electron with u = 0 and put w = (v·∇)s, u = αw + β s×w. Because w×s = −s×w and (s×w)×s = w, during the first flight

dα/dt = ωβ − 1, dβ/dt = −ωα,

so β = (1 − cos ωt)/ω and α = −(sin ωt)/ω. The adiabatic value of β is 1/ω. Only β matters for the sideways force: for motion along x, the α part gives a force proportional to ∂xs·∂ys, whose average over the threefold-symmetric lattice is zero. With survival probability e^{−t/τ} and x = ωτ, the first flight delivers the fraction

(1/τ)∫₀^∞ e^{−t/τ}(1 − cos ωt) dt = x²/(1 + x²)

of the full impulse. After the collision the old velocity no longer drives u, but the tilt remains and precesses: dα/dt = ωβ. Its later contribution is ∫β dt = −α₁/ω, where α₁ is the value at the collision and the mean tilt is assumed to die out slowly in the end. The average of α₁ is −x/[ω(1 + x²)]. Dividing by the full impulse τ/ω gives the fraction 1/(1 + x²). The two fractions add to one: what the first flight does not deliver, later flights do.

**From field to Hall resistivity**

To first order in b, the cell-averaged Hall current is a linear functional of b(r). In an otherwise uniform metal no position is preferred, so every point has the same weight and the mean field b̄ alone enters. As a test, classical trajectories were followed through the non-uniform field, with mean free path 1/q and a mean turning angle of 0.02 rad per lifetime. For single flights their Hall tangent agreed with the exact uniform-field value, 0.02, to within 0.03%; the computed ratio is 0.9997, and its last digit is limited by the numerical integration.

Now take two spin channels, ↑ for majority and ↓ for minority, with densities N_s, lifetimes τ_s and fields B_s along z. Different lifetimes are allowed here for generality, with the adiabatic force assumed. Steady drift obeys

mv/τ_s = −e(E + v×B_s).

With j_s = −N_s e v, σ_s = N_s e²τ_s/m and R_s = −1/(N_s e), this becomes

E = j_s/σ_s − R_s j_s×B_s.

Solve for the current, replacing j_s by σ_sE in the small term:

j_s = σ_sE + σ_s²R_sB_s E×ẑ.

Add the channels, with σ = σ↑ + σ↓, and invert to the same order:

E = j/σ − (Σσ_s²R_sB_s/σ²) j×ẑ.

For j along x, x̂×ẑ = −ŷ, so the Hall resistivity is

ρ_yx = E_y/j_x = Σσ_s²R_sB_s/σ².

An ordinary field is the same for both spins and defines R₀ = Σσ_s²R_s/σ². The emergent field has opposite signs for the two spins, giving

ρ_T = P_H R₀b̄, P_H = (σ↑²R↑ − σ↓²R↓)/(σ↑²R↑ + σ↓²R↓).

Equal channels cancel. If both have the same mass and lifetime, σ_s²R_s is proportional to N_s. Then P_H = P = (N↑ − N↓)/N and |R₀| = 1/(Ne), with N the total density. The adiabatic estimate is

|ρ_T| = (√3/2)(h/e²) P/(Nλ²).

It is proportional to P and inversely proportional to N and λ², each with the other two held fixed. The lifetime has dropped out: at fixed P, N and λ, more scattering of the kind that does not act on the spin raises the ordinary resistivity but leaves ρ_T unchanged while the adiabatic conditions hold.

For MnSi use the rough values N = 4×10²² cm⁻³ and P = 0.10. Then |R₀| = 1.56×10⁻¹⁰ m³/C, and

|ρ_T| = 0.10 × 1.56×10⁻¹⁰ × 11.05 Ω m = 1.72×10⁻¹⁰ Ω m,

or about 17 nΩ cm.

**When the estimate fails**

The averaging argument took the texture as constant over the distance travelled in a time 1/ω. If few collisions occur in that time, the distance is v_F/ω, and the condition is ħv_Fq ≪ Δ. If many occur, the electron diffuses a distance of order √(D/ω), with D = v_F²τ/3, and the condition is ħDq² ≪ Δ.

In a parabolic band the polarization fixes Δ. The Fermi wavenumbers are k_F(1 ± P)^{1/3}, with k_F = (3π²N)^{1/3}. For small P, (1 ± P)^{2/3} ≈ 1 ± 2P/3, so

Δ ≈ (ħ²k_F²/2m)(4P/3).

With v_F = ħk_F/m and mean free path l = v_Fτ,

ħv_Fq/Δ ≈ 3q/(2Pk_F),

ħDq²/Δ = (ql/3)(ħv_Fq/Δ) ≈ q²l/(2Pk_F).

The mass cancels. Both measures grow as P falls, so the linear dependence on P cannot be continued to arbitrarily weak polarization. In the diffusive case a shorter mean free path makes spin following better, because the electron explores the texture more slowly.

For MnSi, k_F = 10.58 nm⁻¹, and a rough resistivity ρ = 40 μΩ cm gives l = ħk_F/(Ne²ρ) = 2.72 nm. Then

ħv_Fq/Δ = 3(2π/18)/(2 × 0.10 × 10.58) = 0.49,

ħDq²/Δ = (2π/18)² × 2.72/(2 × 0.10 × 10.58) = 0.16.

Since Δτ/ħ = 1.9, the metal lies between the two cases. Neither measure is very small, so 17 nΩ cm is a leading-order estimate whose correction for imperfect spin following has not been calculated.

Two other corrections to the orbital motion are small within this model, which takes the exchange splitting as uniform. The scalar potential averages 2.5×10⁻⁴ of the Fermi energy, and the Hall tangent |R₀|b̄/ρ is 4.3×10⁻³, which supports keeping first order in b. With a model mass of 5 electron masses, the thermal energy at 28 K is 0.021Δ. Thermal fluctuations of the magnetization direction are not included. Near the ordering temperature they scatter electrons and also act on their spins, a process that the collision argument above excludes. Variations of the splitting with the local size of the moment are left out too.

**The real metal**

In MnSi the skyrmion phase lies just below the ordering temperature, close to 28 K and 0.2 T. The extra Hall resistivity measured there is roughly 5 nΩ cm, so the estimate is too large by a factor of about three. That factor is only as firm as the value P = 0.10, which was assumed and not derived for MnSi at this temperature. One assumption that is clearly broken is that of a single parabolic band with equal lifetimes: MnSi has several bands, whose contributions to P_H can differ in size and sign. For a given R₀ the signal is proportional to P_H, so the discrepancy could come from there, but this calculation does not establish it, nor does it predict the sign. The background also matters. With the R₀ estimated above, the ordinary Hall signal at 0.2 T is 3.1 nΩ cm, and an assumed anomalous Hall angle of 0.001 would give 40 nΩ cm, more than the topological part.

In the numerical output below, the "force ratio" lines give the fraction of the impulse delivered before the first collision. They are not reduction factors for the Hall effect, because they leave out the impulse delivered by later flights; multiplying the Hall resistivity by one of them has no physical meaning.

Calculated quantities

```
TESTS
winding of majority spin direction: 1.00000
flux per cell, majority: 1.00000 h/e
flux per cell, minority: -1.00000 h/e
flux per cell at uniform part 3.5: 0.00000 h/e
phase round circle of radius 1/q: 0.61047 rad
half its enclosed solid angle: 0.61047 rad
force ratio at Delta*tau/hbar = 1: 0.4997 (formula 0.5000)
force ratio at Delta*tau/hbar = 2: 0.7995 (formula 0.8000)
force ratio at Delta*tau/hbar = 8: 0.9842 (formula 0.9846)
Hall response, lattice field / uniform mean: 0.9997
MNSI INPUTS (ROUGH)
helix wavelength: 18.0 nm
carrier density: 4.0e+22 cm^-3
carrier polarization: 0.10
resistivity: 40 uOhm cm
temperature: 28 K
applied field: 0.2 T
effective mass (model choice): 5 m_e
uniform part of texture (model choice): 0.5
MNSI RESULTS
flux quantum h/e: 4135.7 T nm^2
skyrmion spacing: 20.78 nm
cell area: 374.1 nm^2
mean emergent field: 11.05 T
largest local field / mean: 1.89
smallest local field / mean: -0.51
ordinary Hall coefficient size: 1.560e-10 m^3/C
adiabatic topological Hall: 17.2 nOhm cm
NEGLECTED EFFECTS
Fermi wavenumber: 10.58 nm^-1
Fermi energy: 0.853 eV
exchange splitting from polarization: 0.114 eV
Fermi velocity: 2.45e+05 m/s
scattering time: 11.1 fs
mean free path: 2.72 nm
hbar*vF*q/Delta: 0.495
Delta*tau/hbar: 1.918
force ratio, short-flight formula: 0.786
force ratio, in-plane flight at vF: 0.707
Hall size with that ratio: 12.2 nOhm cm
scalar potential / Fermi energy: 2.51e-04
Hall tangent of full emergent field: 4.31e-03
kT / exchange splitting: 0.021
ordinary Hall signal: 3.1 nOhm cm
anomalous Hall angle (assumed): 0.001
anomalous Hall signal: 40 nOhm cm
```
